Linear Conductance of Stacked Nanosheets Fed Through a Resistive Source Column, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ladder and its conductance

A nanosheet transistor carries its current through several thin semiconductor sheets stacked one above another and surrounded by a common gate. At the source end the sheets grow into a vertical column of doped semiconductor, and the metal contact sits on top of that column. Current belonging to a lower sheet must therefore pass through more of the column than current belonging to the top sheet. The problem is to find the conductance of the whole stack, and what is gained by adding sheets at the bottom.

The model has N identical sheets, numbered n = 1 to N from the top. Each sheet is a linear resistor R, which includes everything between the source column and the drain at that level. The column has resistance r > 0 between neighbouring sheets. Between the source terminal and the node where the top sheet joins the column there is a resistance r_t ≥ 0, made up of the metal contact and the piece of column above that node. The drain is ideal: all sheets end on one equipotential. A voltage V > 0 is applied between drain and source, and it is small enough for every element to be linear. The total conductance is G_N = I/V, where I is the total current.

Two idealisations are built into this picture. The column has a single potential at each sheet level, so sideways voltage drops inside it are ignored. The column also ends at the lowest sheet, so that no current leaves below it.

**(a) Write Kirchhoff's law for every node of the column, and bring the top and bottom nodes into the same form as the others.**

Solution. Let φ_n be the potential of the column at sheet n, and φ_D that of the drain. The useful variable is the voltage across sheet n,

v_n = φ_D − φ_n,

which is positive. Conventional current v_n/R flows from the drain through sheet n into node n, and then up the column to the source terminal. The upward current from node n+1 to node n is

(φ_{n+1} − φ_n)/r = (v_n − v_{n+1})/r.

At a node with neighbours above and below, the current arriving from the sheet and from below equals the current leaving upwards:

v_n/R + (v_n − v_{n+1})/r = (v_{n−1} − v_n)/r.

Multiplying by r and collecting terms gives

v_{n+1} − 2v_n + v_{n−1} = (r/R) v_n.   (1)

At the bottom node nothing arrives from below, so v_N/R = (v_{N−1} − v_N)/r. This is equation (1) with n = N, provided that a fictitious voltage v_{N+1} is defined by

v_{N+1} = v_N.   (2)

At the top node the current leaving upwards is the total current I. Define another fictitious voltage v_0 by

I = (v_0 − v_1)/r.   (3)

Then equation (1) holds at n = 1 as well. The voltage v_0 is a device of calculation. It is the voltage that would exist one full segment r above the top node if such a segment were there. The real connection to the terminal is r_t, and it gives

V = v_1 + r_t I.   (4)

For a single sheet, (2) reads v_2 = v_1, and (1) with (3) reduces to v_1/R = I, as it should.

Dividing (4) by I separates the problem into two resistances in series:

1/G_N = r_t + 1/Y_N, with Y_N = I/v_1.   (5)

Here Y_N is the conductance of the ladder seen from the top node.

**(b) Solve for the sheet voltages. How is the current divided among the sheets?**

Solution. Equation (1) is linear with constant coefficients, so try v_n = λⁿ. Dividing by λⁿ gives

λ + 1/λ = 2 + r/R.

If λ is a root, so is 1/λ. Their sum exceeds 2, so both are real, positive and different from 1. They can be written as e^θ and e^{−θ} with θ > 0, where

2 cosh θ − 2 = r/R.   (6)

Because cosh θ − 1 = 2 sinh²(θ/2), this is the same as

r = 4R sinh²(θ/2), or sinh(θ/2) = ½ √(r/R).   (7)

The general solution is v_n = A e^{nθ} + B e^{−nθ}. The bottom condition (2) requires

A e^{Nθ}(e^θ − 1) = B e^{−Nθ}(1 − e^{−θ}) = B e^{−(N+1)θ}(e^θ − 1).

The common factor is not zero, so B = A e^{(2N+1)θ}. Taking e^{(N+½)θ} outside,

v_n = A e^{(N+½)θ} [e^{−(N+½−n)θ} + e^{(N+½−n)θ}],

and therefore, with C = 2A e^{(N+½)θ},

v_n = C cosh[(N + ½ − n)θ].   (8)

The voltage profile is symmetric about a point half a segment below the last sheet. That is the meaning of (2): a closed end acts as a mirror placed midway between node N and its fictitious image N+1.

All sheets have the same R, so their currents are in the ratio of their voltages. Sheet n carries the fraction

cosh[(N + ½ − n)θ] / Σ_m cosh[(N + ½ − m)θ], with m from 1 to N.   (9)

The top sheet carries the largest share. Far above the bottom, the cosh in (8) is nearly a single exponential, and the sheet current falls by the factor e^{−θ} from one sheet to the next. Thus 1/θ is a penetration depth counted in sheets. Near the bottom the profile flattens, because little current is left in the column to produce a voltage drop.

**(c) Find the total conductance G_N in closed form.**

Solution. The ladder conductance follows from (3) and (8):

Y_N = (v_0 − v_1)/(r v_1) = {cosh[(N+½)θ] − cosh[(N−½)θ]} / {r cosh[(N−½)θ]}.

The identity cosh a − cosh b = 2 sinh[(a+b)/2] sinh[(a−b)/2] turns the numerator into 2 sinh(Nθ) sinh(θ/2). Replacing r by 4R sinh²(θ/2) then gives

Y_N = sinh(Nθ) / {2R sinh(θ/2) cosh[(N−½)θ]}.   (10)

The reciprocal is simpler. Using cosh[(N−½)θ] = cosh(Nθ) cosh(θ/2) − sinh(Nθ) sinh(θ/2),

1/Y_N = 2R sinh(θ/2) cosh(θ/2) coth(Nθ) − 2R sinh²(θ/2).

The first product is R sinh θ. The last term is r/2 by (7). Define

Z = R sinh θ.   (11)

With (5), the total conductance obeys

1/G_N = r_t − r/2 + Z coth(Nθ).   (12)

The constant Z can also be written without θ. From (7),

Z² = 4R² sinh²(θ/2)[1 + sinh²(θ/2)] = 4R² · (r/4R) · (1 + r/4R),

so that

Z = √(rR + r²/4).   (13)

Two small stacks check the signs. For N = 1, Z coth θ = R cosh θ = R + r/2 by (6), and (12) gives r_t + R. For N = 2, write c = cosh θ = 1 + r/(2R). Then coth(2θ) = (2c² − 1)/(2 sinh θ · c), and r/2 = R(c − 1). Hence

1/Y_2 = R[(2c² − 1)/(2c) − (c − 1)] = R(2c − 1)/(2c) = R(R + r)/(2R + r).

This is R in parallel with R + r, as the circuit demands.

The term −r/2 has a simple origin. Z is the resistance of an endless ladder entered through half a segment r/2. Seen from the top node itself, the endless ladder has resistance X = Z − r/2. This can be confirmed by self-similarity: X must equal R in parallel with r + X, which gives X² + rX = rR, whose positive root is −r/2 + √(rR + r²/4).

**(d) Examine a weakly resistive column and a strongly resistive one.**

Solution. Suppose first that Nθ is small. Then sinh θ ≈ θ + θ³/6 and coth(Nθ) ≈ 1/(Nθ) + Nθ/3, so

Z coth(Nθ) ≈ R/N + Rθ² [1/(6N) + N/3].

Corrections are of order Rθ⁴ at fixed N. To the order kept, (6) gives Rθ² = r. Subtracting r/2 and adding r_t yields

1/G_N ≈ r_t + R/N + r(2N² − 3N + 1)/(6N)
      = r_t + R/N + r(N − 1)(2N − 1)/(6N).   (14)

The last term can be found from heat alone. If every sheet carries I/N, a column segment with m sheets below it carries mI/N. The heat produced in the column between the sheets is

r I² Σ m²/N² = r I² (N − 1)N(2N − 1)/(6N²), with m from 1 to N − 1,

which is I² times the last term of (14). The true sheet currents differ from I/N by amounts of first order in r. Those deviations add up to zero, so the heat in the sheets, R times the sum of squared currents, changes in second order only. Equal sharing is therefore sufficient for the first-order resistance.

Equation (14) must not be used for tall stacks. Its last term grows as rN/3, which would make the resistance rise again when many sheets are added. Adding a resistor between the ladder and the drain cannot do that, and part (e) shows that the conductance (12) does not. The rise marks the failure of the condition Nθ ≪ 1.

If θ is small but Nθ is not, (7) and (13) give θ ≈ √(r/R) and Z ≈ √(rR). The column and sheets then behave like a continuous leaky line, with a penetration depth of about √(R/r) sheets.

In the opposite case, r ≫ R, expansion of (13) gives Z ≈ r/2 + R. For N ≥ 2, e^θ is large and coth(Nθ) is close to 1, so 1/G_N ≈ r_t + R. The top sheet carries nearly all the current.

**(e) Show how G_N approaches its limit, and find the gain from one more sheet.**

Solution. For r > 0, coth(Nθ) tends to 1 as N grows, so

G_∞ = 1/(r_t − r/2 + Z).   (15)

The limit is finite even if r_t = 0, because Z > r/2 and Z − r/2 is then the whole resistance. To obtain the remaining gap, use

coth y − 1 = (cosh y − sinh y)/sinh y = 2/(e^{2y} − 1).

It follows that 1/G_N − 1/G_∞ = 2Z/(e^{2Nθ} − 1). Multiplying by G_N G_∞,

G_∞ − G_N = 2Z G_N G_∞/(e^{2Nθ} − 1).   (16)

For Nθ ≫ 1 the gap closes as e^{−2Nθ}.

For the gain, put a = r_t − r/2 and write (12) as

G_N = sinh(Nθ)/D_N, with D_N = a sinh(Nθ) + Z cosh(Nθ).

In the difference of two successive values, the terms with a cancel:

G_{N+1} − G_N = Z {sinh[(N+1)θ] cosh(Nθ) − cosh[(N+1)θ] sinh(Nθ)}/(D_N D_{N+1}).

The bracket is sinh θ, so

G_{N+1} − G_N = Z sinh θ/(D_N D_{N+1}).   (17)

The sign of D_N needs care because a may be negative. Since r_t ≥ 0, a ≥ −r/2, and (7) with (11) gives r/2 = Z tanh(θ/2). Therefore

D_1 ≥ Z[cosh θ − tanh(θ/2) sinh θ] = Z cosh(θ/2)/cosh(θ/2) = Z > 0.

With y = Nθ treated as continuous, the slope of D is

a cosh y + Z sinh y ≥ Z cosh y [tanh y − tanh(θ/2)],

which is positive for y > θ/2. Hence D_N is positive and increases from N = 1 onwards. Every added sheet raises the conductance, and each gain is smaller than the one before. The ratio of a gain to the preceding one is D_N/D_{N+2}. For large N, D_N grows as e^{Nθ}, and the ratio tends to e^{−2θ}.

## Second half: sheet number, the drain and a silicon stack

The second half uses these symbols and results. Each of N sheets has resistance R, the source column has resistance r between neighbouring sheets, and r_t connects the source terminal to the top sheet's node. With sinh(θ/2) = ½√(r/R) and Z = R sinh θ = √(rR + r²/4), the linear conductance to an ideal drain is given by

1/G_N = r_t − r/2 + Z coth(Nθ),   (12)

and it tends to G_∞ = 1/(r_t − r/2 + Z). The inverse conductance exceeds its limit by 2Z/(e^{2Nθ} − 1). The voltage across sheet n, counted from the top, is proportional to cosh[(N + ½ − n)θ].

**(f) How many sheets reach a given fraction f of the limit? What changes if the column between the sheets has no resistance?**

Solution. Let 0 < f < 1 and require G_N = f G_∞. Then G_∞/G_N = 1/f, and the excess inverse conductance gives

1/f = 1 + 2Z G_∞/(e^{2Nθ} − 1).

Solving for the exponential,

e^{2Nθ} = 1 + 2f Z G_∞/(1 − f),

and hence

N_f = ln[1 + 2f Z G_∞/(1 − f)]/(2θ).   (18)

The required number is the smallest whole number not below N_f, and at least one. At fixed r and R, a larger r_t lowers G_∞ and therefore lowers N_f. The stack comes close to its limit sooner because the common resistance already restricts the current. The limit itself is worse, so a small N_f is not a sign of a good device.

If r = 0, every sheet node has the same potential and the sheets are simply in parallel:

G_N = N/(R + N r_t).   (19)

With r_t > 0 this also saturates, at 1/r_t. The gap is

1/r_t − N/(R + N r_t) = R/[r_t(R + N r_t)],

which falls only as 1/N for large N. With r_t = 0 as well, G_N = N/R and there is no saturation. Two mechanisms must therefore be distinguished. A resistance common to all sheets gives a slow, algebraic approach to a limit. A resistance between the sheets starves the lower ones and gives an exponential approach. In (12) both act together.

**(g) The drain of a real transistor also has a column. Extend the result to a drain column fed from the top.**

Solution. Let the segment resistances be r_s in the source column and r_d in the drain column, and let t_s and t_d be the resistances from the terminals to the top nodes. Write J_n for the sum of the currents in all sheets below level n. Kirchhoff's law makes J_n the current between levels n and n+1 in both columns. It flows down the drain column and up the source column.

With potentials φ_n^d and φ_n^s at level n, the two voltage drops are

φ_n^d − φ_{n+1}^d = r_d J_n and φ_{n+1}^s − φ_n^s = r_s J_n.

The voltage across sheet n is now v_n = φ_n^d − φ_n^s. Adding the two drops gives

v_n − v_{n+1} = (r_s + r_d) J_n.

This is the relation for a single column of segment resistance r_s + r_d. In the same way, the terminal voltage is V = v_1 + (t_s + t_d) I. The complete result (12) therefore holds after the replacements

r → r_s + r_d, r_t → t_s + t_d,   (20)

with θ and Z recalculated from the new r. The argument relies on both columns being fed from the top. If the drain were contacted at the bottom, the source column would carry the current of the sheets below a segment and the drain column that of the sheets above it. These differ in general, and (20) would not apply.

The ladder model now gives the stack's linear conductance in closed form, its limit as sheets are added, and its extension to a drain column fed from the top. What remains is to evaluate it for a silicon stack at 300 K and to see how far the main simplifications move the numbers.
